# What long RHEED streaks say about a crystal surface

**Question**

I grow Bi2Te3 films by molecular-beam epitaxy and watch them with reflection high-energy electron diffraction (RHEED), using 15 keV electrons at about 2° glancing incidence. After some minutes the pattern turns into long, thin streaks normal to the shadow edge. I was told that this shows an atomically perfect surface: a flat surface has reciprocal-lattice rods instead of points, and the large Ewald sphere cuts them along their length. Is that argument right? What should a perfect surface give, and what can I infer from the length of a streak?

**Answer**

The argument leaves out the thickness of the rods. To see what that changes, start with a surface whose rods have none.

**A perfect flat lattice**

Let $x$ run along the beam in the surface, $y$ across it and $z$ outward. The glancing angles of incidence and exit are $\theta_i$ and $\theta_f$, and $k=2\pi/\lambda$. The incident wave vector is

$$\mathbf k_i=k(\cos\theta_i,\,0,\,-\sin\theta_i).$$

A rigid, unlimited periodic surface can change the in-plane wave vector by a surface reciprocal vector $\mathbf G$ only, and elastic scattering keeps $|\mathbf k_f|=k$. Hence

$$\mathbf k_{f\parallel}=\mathbf k_{i\parallel}+\mathbf G,\qquad k_{fz}=\sqrt{k^2-|\mathbf k_{i\parallel}+\mathbf G|^2}.$$

Each $\mathbf G$ with a real root gives one direction, which is a spot. The rod is a line and the Ewald sphere a surface, and they meet at a point, however large the sphere is. Multiple scattering and refraction obey the same two conditions, so they change the intensity of a spot and not its position.

Put a flat screen at distance $L$, normal to $x$. A ray hits it at $Y=Lk_{fy}/k_{fx}$, $Z=Lk_{fz}/k_{fx}$. Since $k_{fy}^2+k_{fz}^2=k^2-k_{fx}^2$,

$$Y^2+Z^2=L^2\,\frac{k^2-k_{fx}^2}{k_{fx}^2}.$$

All rods with the same $G_x$ share $k_{fx}$, so their spots lie on one circle, a Laue circle. For $G_x=0$, $k_{fx}=k\cos\theta_i$ and the radius is $L\tan\theta_i$.

Take rough values for your film: in-plane lattice constant $a=0.44$ nm and $L=300$ mm, with the beam along a close-packed row. The wavelength is 0.00994 nm and $k=632$ nm$^{-1}$. The zeroth circle has radius $300\tan2^\circ=10.48$ mm. As a test, the waves from a 40 × 40 atom patch were summed and the maximum was searched for. One side spot appeared at $(Y,Z)=(7.83,\,6.96)$ mm, and $\sqrt{7.83^2+6.96^2}=10.48$ mm. A spot of the next zone was found at (4.01, 65.65) mm, on the predicted circle of radius 65.78 mm.

**Why a thick rod gives a streak**

Now give the specular rod a full width at half maximum $\delta q$ in both in-plane directions. In the plane of incidence, $q_x=k(\cos\theta_f-\cos\theta_i)$. Setting $q_x=\pm\delta q/2$ gives the lower and upper ends of the streak:

$$\cos\theta_{\rm low}=\cos\theta_i+\frac{\delta q}{2k},\qquad \cos\theta_{\rm up}=\cos\theta_i-\frac{\delta q}{2k}.$$

For small $\delta q$, use $|d\cos\theta|=\sin\theta\,d\theta$. Sideways, an azimuth $\phi$ gives $q_y=k\cos\theta_f\sin\phi\approx k\phi$. Therefore

$$\delta\theta\approx\frac{\delta q}{k\sin\theta_i},\qquad \delta\phi\approx\frac{\delta q}{k},\qquad \frac{\delta\theta}{\delta\phi}\approx\frac1{\sin\theta_i}.$$

At 2° the stretching factor is 28.7. Grazing geometry magnifies a rod width that is already there; it creates none.

**Finite domains**

A row of $N$ cells, of length $D=Na$, gives

$$\left|\sum_{n=0}^{N-1}e^{-iq_xna}\right|^2=\frac{\sin^2(Nq_xa/2)}{\sin^2(q_xa/2)}\approx N^2\left(\frac{\sin X}{X}\right)^2,\qquad X=\frac{q_xD}{2},$$

where the last form holds near the peak, for $q_xa\ll1$. It falls to half at $X=\pm1.392$. Since $q_x=2X/D$, the full width is

$$\delta q=\frac{4\times1.392}{D}=0.886\,\frac{2\pi}{D}.$$

For $D=19.8$ nm, $\delta q=0.281$ nm$^{-1}$. The small-width formula gives $\delta\theta=0.281/(632\times0.0349)=0.0127$ rad, or 0.73°. The cosine formula puts the ends at 1.594° and 2.337°, a length of 0.743°. A direct sum over a domain of 45 × 52 atoms gives the same ends to these digits. On the screen the streak is 3.90 mm long and 0.133 mm wide. A long, thin streak thus comes from a flat domain only 45 cells across.

At fixed energy and incidence the length shrinks as the domain grows: 8.24 mm for 10 nm, 0.76 mm for 100 nm and 0.08 mm for 1000 nm. In the other direction, the lower half-maximum reaches the horizon when $\cos\theta_{\rm low}=1$, that is

$$D=\frac{0.443\,\lambda}{1-\cos\theta_i}=7.2\ \text{nm}.$$

In this sum, which leaves out refraction, the streak of a smaller domain reaches the shadow edge above half its peak intensity. In a real film, refraction at a sharp surface takes the intensity to zero at the horizon, so the lower end of such a streak depends on the inner potential as well as on $D$.

**Which boundaries count**

A film consists of many domains. If domain $j$ is displaced by $\mathbf d_j$ from the common lattice, its wave carries the factor $e^{-i\mathbf q\cdot\mathbf d_j}$. If these phases are independent and spread evenly over a full cycle, the cross terms between domains average to zero, the intensities add, and the single-domain width survives. If the phases are equal modulo $2\pi$, the domains act as one long crystal.

For the specular rod $q_x\approx q_y\approx0$, so in-plane shifts produce almost no phase. A test with 12 domains of 19.8 nm in a row, averaged over random displacements, shows the difference:

- Random heights between 0 and 3 nm gave a specular width of 0.745°, as for one domain. These heights are continuous, chosen to spread the phase over full cycles. Steps of whole quintuple layers need not do so, as the next section shows.
- Random in-plane shifts gave a specular width of 0.061°, as for the whole row.
- The same in-plane shifts gave 0.119° on the first-zone rod. Without shifts that rod was less than 15% as wide.

A sharp specular spot therefore does not exclude in-plane domain boundaries. You have to look at other rods too. For shifts along the beam, choose a rod with $G_x\ne0$, outside the zeroth Laue circle: on a side rod with $G_x=0$ these shifts again produce almost no phase.

**Atomic steps**

Let the surface have two levels, separated by $h$, with probability $p$ of a step at each cell along $x$. The mean terrace length is $\ell=a/p$. Write the level as $m=\pm1$ and the phase between levels as $\varphi=q_zh$. Apart from a common phase, each cell contributes

$$e^{-im\varphi/2}=\cos\frac{\varphi}{2}-im\sin\frac{\varphi}{2}.$$

With both levels equally likely, $\langle m\rangle=0$. Each possible step multiplies the correlation of $m$ by $(1-p)-p=1-2p$, so $\langle m_0m_n\rangle=r^{|n|}$ with $r=1-2p$. The correlation of the wave amplitudes is

$$C_n=\cos^2\frac{\varphi}{2}+\sin^2\frac{\varphi}{2}\;r^{|n|}.$$

The constant term is a sharp rod of weight $\cos^2(\varphi/2)$. Summing the geometric series of the second term gives the diffuse part

$$\sin^2\frac{\varphi}{2}\;\frac{1-r^2}{1-2r\cos q_xa+r^2}.$$

For small $p$ and $q_xa$ the denominator is $(1-r)^2+2r(1-\cos q_xa)\approx4p^2+(q_xa)^2$. The half-maximum lies at $q_xa=2p$, so the full width is $4p/a=4/\ell$.

A simulation of 3000 chains of 2000 cells, with $\varphi=2$ rad and $p=0.02$, gave a sharp fraction of 0.2916 against the formula's 0.2919. Around the predicted half-maximum the diffuse intensity was 0.54 of its value near the centre, not 0.50. Most of this excess is not a wider peak. The ratio averages over neighbouring points, which alone gives 0.519 for a Lorentzian of width $4/\ell$. Keeping the factor $r$ in the denominator, $4p^2+r(q_xa)^2$, makes the width 2% larger and the ratio 0.529. The finite chain length raises it to 0.535, and the sampling noise is about 0.01. The run thus agrees with the formula, whose width at $p=0.02$ is 2% above $4/\ell$.

For the specular spot $\varphi=2kh\sin\theta_i$. With $h=1.0$ nm, roughly one Bi2Te3 quintuple layer, this is 7.02 cycles at 2.00°. For this $h$ the terraces scatter nearly in phase at the specular point, and at this fixed $q_z$ more than 99% of the weight is sharp, although steps are present. With $h=1.016$ nm, closer to the real layer height, the phase would be 7.13 cycles and the sharp weight 83%. Away from that point $q_z$ differs, so a diffuse streak can still be visible. At 2.136° the phase is 7.5 cycles and the sharp part vanishes in this model. The exact angles depend on $h$: a 1% change moves the phase by 0.07 cycle. The useful test is to vary the incidence angle and see whether spot and streak trade intensity.

Since $q_z$ changes along the streak, the factor $\sin^2(q_zh/2)$ also modulates it, with period $\lambda/h=0.0099$ in $\sin\theta_f$. A streak from 1.594° to 2.337° spans 0.013 in $\sin\theta_f$, more than one period. For steps of this height the visible length therefore depends on $h$ as well as on $\ell$, and the terrace length cannot be read from it by setting $\delta q=4/\ell$.

**Disorder that does not broaden**

Suppose each atom is displaced vertically by an independent Gaussian amount of rms $u$. For two different atoms the average phase factor is $e^{-q_z^2u^2}$; for an atom with itself it is 1. With $S$ the sum for the undisplaced lattice of $N$ atoms,

$$\langle I\rangle=e^{-q_z^2u^2}|S|^2+N\left(1-e^{-q_z^2u^2}\right).$$

At fixed $q_z$ the peak is weaker and stands on a flat background, but its width is that of $|S|^2$. Along a long streak the factor changes with $q_z$, which shifts the ends slightly. For $u=0.015$ nm and $q_z=44.1$ nm$^{-1}$ the factor is 0.645. A simulated row of 200 atoms gave 0.646, with the width unchanged to 0.2%. Real vibrations are correlated between neighbours, which this average omits. Long waves move neighbouring atoms together, so their diffuse intensity gathers around the rods instead of forming a flat background, and grazing exit stretches it too. Independent vacancies of fraction $v$ act in the same way, with $(1-v)^2$ multiplying $|S|^2$. A sharp spot therefore does not exclude point defects either.

**Tilted lattice blocks**

Consider a region whose lattice planes are themselves tilted, as in a mosaic block or a bent film. Its flat top facet, tilted by $\alpha$ towards the beam, sees incidence $\theta_i+\alpha$. The reflected ray leaves at $\theta_i+\alpha$ from the facet, so at $\theta_i+2\alpha$ from the mean surface. For a small tilt $\beta$ about the beam axis, the normal is $(0,\sin\beta,\cos\beta)$ and mirror reflection gives $k_{fy}\approx2k\beta\sin\theta_i$, a sideways turn of $2\beta\sin\theta_i$. Equal spreads of both tilts thus produce the same aspect ratio, $1/\sin\theta_i$, as small domains. A lattice-tilt spread of 0.37° would imitate the 0.743° streak above. This does not apply to a slope built of steps on an untilted lattice. A 0.37° slope of 1.0 nm steps has terraces about 155 nm wide. Each terrace confines the intensity to $|q_x|$ below about $2\pi$ divided by its width, so in the kinematic sum the peak stays within a few hundredths of a degree of $\theta_i$. The mirror direction $\theta_i+2\alpha$ receives only about 0.1% of the peak intensity. Such slopes have to be treated as steps.

The dependence on incidence separates the two. For tilts the angular length stays at twice the tilt spread. For domains of fixed size it falls roughly as $1/\sin\theta_i$.

**Spots can also mean roughness**

If islands stand high enough for the beam to pass through them, their layers add a condition on $q_z$. For the specular rod it is $q_z=2\pi m/h$ with integer $m$, or

$$\sin\theta_i+\sin\theta_f=\frac{m\lambda}{h}.$$

On some side rods the sideways shift between successive quintuple layers of Bi2Te3 moves the allowed $q_z$ by a third of $2\pi/h$. For small angles the deflection $\theta_i+\theta_f$ is nearly fixed. When the sample is rocked, such a spot would, without refraction, stay almost still relative to the direct beam, while the specular spot of a flat surface moves by twice the rocking angle. For a model island 11 cells long and eight layers high, the spot with $m=7$ stood at 3.988° from the direct beam. Rocking by 0.20° did not move it within the search step of 0.0005°; the flat-surface spot moved by 0.400°.

This calculation neglects refraction. With a rough inner potential of 10 V, a ray at 2.00° outside a flat top face runs at 2.49° inside, so island spots leaving through such a face are displaced. If the beam enters through a side face and leaves through the top, the spot also moves on rocking, by about 0.13° for 0.20° in the case $m=7$. If it enters and leaves through the top at nearly equal angles, the spot still hardly moves.

**Reading a real streak**

The energy, angle, lattice constant and step height here are rough values for Bi2Te3 epitaxy; the domain length is a chosen illustration. Even when domains or steps, and not tilts, cause the streak, turning its length into a size requires a model of how the boundaries are arranged. If boundaries with random phase occur at random along the beam, with mean spacing $\Lambda$, two points a distance $x$ apart lie in one domain with probability $e^{-x/\Lambda}$. Its Fourier transform is a Lorentzian of full width $2/\Lambda$. The same $\delta q=0.281$ nm$^{-1}$ then means

- $D=19.8$ nm for equal domains with random phases,

- $\Lambda=2/0.281=7$ nm for randomly placed boundaries.

Between these two models the size read from one streak length differs by a factor of about three. For terraces separated by quintuple-layer steps, the modulation by $\sin^2(q_zh/2)$ must be included before a size is read. If tilts contribute, the domains can be larger still.

I also took the atomic scattering factor as constant. For unscreened Coulomb scattering, $I\propto q^{-4}$, it would favour the lower end of this streak over the upper one by a factor of 2.1. This strengthens the lower half of the streak and weakens the upper half, so both half-maximum points move towards the shadow edge. Refraction at the surface acts the other way, weakening the streak towards the horizon. The streak ends and lengths given above include neither effect.

The instrument sets the opposite limit. A beam focused on the film with a full divergence of 0.5 mrad, again a rough value, gives even a perfect surface a specular spot of 0.15 mm. This equals the domain broadening when

$$D=\frac{0.886\,\lambda}{(0.5\times10^{-3})\sin\theta_i}\approx500\ \text{nm}.$$

With such a beam, much larger domains cannot be told apart by streak length. The same divergence across the beam would also widen the 0.133 mm streak noticeably, so its observed aspect ratio would be below 29.

Your streaks are therefore compatible with a film that is smooth on the scale of its terraces, and they speak against a pattern dominated by transmission through islands many layers high. Small domains, steps and tilts are all possible causes, and correlated vibrations can add a diffuse streak even on a perfect lattice. To help tell these apart, record the specular rod, a side rod and a rod of the first Laue zone at several incidence angles. The values used here are collected in the numerical output below.

## Computed results

```
Electron energy: 15.0 keV
Wavelength: 0.009941 nm; wave number: 632.05 1/nm
Incidence angle: 2.00 deg; screen: 300 mm
Lattice constant: 0.44 nm; step height: 1.00 nm
Rod spacing across beam: 16.489 1/nm
Zone spacing along beam: 14.280 1/nm
Laue circle radius, zone 0: 10.476 mm
Laue circle radius, zone 1: 65.776 mm
Side spot found, zone 0 (y, z): 7.831, 6.959 mm
Spot found, zone 1 (y, z): 4.006, 65.653 mm
Width constant of domain function: 0.8859
Domain length D: 19.80 nm; rod width: 0.2811 1/nm
Streak ends, atomic sum: 1.594, 2.337 deg
Streak ends, formula: 1.594, 2.337 deg
Streak angular length: 0.743 deg
Linear estimate of length: 0.730 deg
Streak angular width: 0.0255 deg
Streak on screen: 3.90 mm long, 0.133 mm wide
Aspect ratio: 29.16; 1/sin(theta_i): 28.65
Streak length for D = 10 nm: 8.242 mm
Streak length for D = 100 nm: 0.758 mm
Streak length for D = 1000 nm: 0.076 mm
D with half maximum at horizon: 7.23 nm
12 domains, random heights, specular: 0.745 deg
12 domains, in-plane shifts, specular: 0.0609 deg
12 domains, in-plane shifts, zone 1: 0.1187 deg
Two-level test, phase: 2.00 rad; step chance: 0.020
Sharp fraction simulated: 0.2916; formula: 0.2919
Diffuse height at predicted half width: 0.542 of peak
Step phase of specular spot: 7.021 cycles
Sharp fraction at this incidence: 0.9955
Next out-of-phase incidence: 2.136 deg
Streak modulation period in sin(theta_f): 0.00994
Rms displacement: 0.015 nm; specular q_z: 44.12 1/nm
Thermal peak factor: 0.645; simulated: 0.646
Thermal width ratio, hot/rigid: 1.0021
Facet tilt: 0.10 deg; shift along: 0.200 deg
Shift across for the same tilt: 0.00698 deg
Tilt spread mimicking the streak: 0.372 deg
Rocking angle: 0.20 deg
Island spot, order 7, from direct beam: 3.988 deg
Island spot moves by: 0.0000 deg
Specular spot moves by: 0.4000 deg
Beam divergence: 0.50 mrad; spot size: 0.150 mm
Domain length where streak equals divergence: 505 nm
Inner potential: 10.0 V; angle inside film: 2.494 deg
Atomic-factor intensity ratio over streak, bound: 2.12
```
